# Two-wave treatment of a nearly free electron near a Bragg plane, part 2

An electron of mass $m$ moves in a weak, real periodic potential $V(\mathbf r)=\sum_{\mathbf G}V_{\mathbf G}\,e^{i\mathbf G\cdot\mathbf r}$, with $V_0=0$ and $V_{-\mathbf G}=V_{\mathbf G}^*$. Plane waves $|\mathbf k\rangle$ have energy $\varepsilon_{\mathbf k}=\hbar^2k^2/2m$. Non-degenerate perturbation theory gives

$$E=\varepsilon_{\mathbf k}+\sum_{\mathbf G\ne0}\frac{|V_{\mathbf G}|^2}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf G}},$$

which fails near the Bragg plane $\mathbf k\cdot\mathbf G=G^2/2$. The two-wave model keeps only $|\mathbf k\rangle$ and $|\mathbf k-\mathbf G\rangle$. With $\mathbf k=\mathbf G/2+\mathbf q$, where $\mathbf q$ has an in-plane part $\mathbf q_\parallel$ and a normal component $q_n$,

$$E_\pm=\varepsilon_0+\frac{\hbar^2q^2}{2m}\pm R,\qquad R=\sqrt{\delta^2+|V_{\mathbf G}|^2},$$

$$\varepsilon_0=\frac{\hbar^2G^2}{8m},\qquad \delta=\frac{\hbar^2\,\mathbf G\cdot\mathbf q}{2m}.$$

Upper signs denote the upper state. The weight of $|\mathbf k\rangle$ is $\tfrac12(1\pm\delta/R)$. On the plane, with $V_{\mathbf G}=|V_{\mathbf G}|e^{i\varphi}$, the upper state is the shifted cosine, $\cos\frac{\mathbf G\cdot\mathbf r+\varphi}{2}$, and the lower the shifted sine, each times $e^{i\mathbf q_\parallel\cdot\mathbf r}$. For real $V_{\mathbf G}<0$ the plain cosine is therefore the lower state, and for $V_{\mathbf G}>0$ the upper.

The masses $m^*_\pm$ along the normal obey $m/m^*_\pm=1\pm2\varepsilon_0/|V_{\mathbf G}|$. The crossover $|\delta|=|V_{\mathbf G}|$ lies at

$$q_c=\frac{2m|V_{\mathbf G}|}{\hbar^2G}.$$

The outside waves $n$ correct the $2\times2$ matrix $H_{ij}$ of the retained waves $i,j$ to

$$H^{\rm eff}_{ij}=H_{ij}-\sum_n\frac{\langle i|V|n\rangle\langle n|V|j\rangle}{\varepsilon_n-E}.$$

In one dimension at $k=G/2$ the waves have wave numbers $pG/2$ with $p$ odd, energies $p^2\varepsilon_0$ and amplitudes $c_p$, and $\langle p|V|p'\rangle=V_{(p-p')G/2}$. The retained waves are $p=\pm1$. If only $V_{\pm G}$ and $V_{\pm2G}$ are non-zero, both diagonal elements shift by

$$-\frac{|V_G|^2+|V_{2G}|^2}{8\varepsilon_0}-\frac{|V_{2G}|^2}{24\varepsilon_0}.$$

The effective coupling is $V_G-V_{2G}V_G^*/4\varepsilon_0$, and the gap is twice its modulus.

For a pure cosine, $V=2V_G\cos Gx$ with $V_G$ real, the coupling has no second-order correction. Third-order paths through two outside waves are also absent, because $p=3$ leads outward only to $p=5$, which is not coupled to $p=\pm1$. The third order therefore comes wholly from the energy in the denominator. With $E=\varepsilon_0\pm|V_G|$ it is $8\varepsilon_0\mp|V_G|$, and expanding its inverse,

$$E_\pm=\varepsilon_0\pm|V_G|-\frac{V_G^2}{8\varepsilon_0}\mp\frac{|V_G|^3}{64\varepsilon_0^2}.$$

The gap is $2|V_G|-|V_G|^3/32\varepsilon_0^2$ and its centre moves by $-V_G^2/8\varepsilon_0$. The amplitudes $c_{\pm3}=-V_Gc_{\pm1}/(8\varepsilon_0\mp'|V_G|)$, with $\mp'$ the sign for the upper and lower state, remove from the pure standing wave a weight $(V_G^2/64\varepsilon_0^2)(1\pm|V_G|/4\varepsilon_0)$.

As a worked case take this cosine potential with round model parameters $a=3.0$ Å, $G=2\pi/a=2.09440$ Å$^{-1}$ and $V_G=-0.50$ eV. With $\hbar^2/2m=3.80998$ eV Å$^2$, $\varepsilon_0=3.80998\times1.04720^2=4.1781$ eV and $|V_G|/\varepsilon_0=0.1197$. The two-wave edges are $4.1781\mp0.5$, that is $3.6781$ and $4.6781$ eV, with the cosine lowest. Here "exact" means the numerical solution of this model, obtained by integrating the Schrödinger equation in real space; the program and its output follow this text. The even, cosine-like state lies at $3.6707$ eV and the odd, sine-like state at $4.6705$ eV, and with $V_G=+0.50$ eV the two energies are exchanged; the order is tested for both signs. The exact gap is $0.999776$ eV, and the cubic formula gives $1-0.125/(32\times4.17811^2)=0.999776$ eV, so $2|V_G|$ is too large by $0.02\%$ of the gap. The centre moves by $-7.480$ meV against the estimate $-0.25/(8\times4.17811)$ eV $=-7.4795$ meV. The lost weight is estimated as $2.238\times10^{-4}(1\mp0.030)$ for the lower and upper state, which reproduces the computed $2.171\times10^{-4}$ and $2.305\times10^{-4}$.

With $2\varepsilon_0/|V_G|=16.7125$ the masses are $m^*_-/m=1/(1-16.7125)=-0.06364$ and $m^*_+/m=1/(1+16.7125)=0.05646$. The exact values are $-0.06357$ and $0.05640$, a difference of about $0.1\%$ of the exact value in each band. The crossover is $q_c=0.5/(3.80998\times2.09440)=0.0627$ Å$^{-1}$, or $6.0\%$ of $G/2$. At $q=-0.05$ Å$^{-1}$ the free energies $3.7887$ and $4.5866$ eV have mean $4.1876$ eV and $\delta=-0.3990$ eV. Then $R=\sqrt{0.3990^2+0.5^2}=0.6397$ eV, $E_\pm=4.8273$ and $3.5480$ eV, and the weight of $|k\rangle$ in the lower state is $\tfrac12(1+0.3990/0.6397)=0.812$. The table gives energies in eV.

| $q$ (Å$^{-1}$) | $E_-$ | exact | $E_+$ | exact | weight |
|---|---|---|---|---|---|
| 0.00 | 3.6781 | 3.6707 | 4.6781 | 4.6705 | 0.500 |
| −0.02 | 3.6548 | 3.6474 | 4.7045 | 4.6969 | 0.652 |
| −0.05 | 3.5480 | 3.5405 | 4.8273 | 4.8199 | 0.812 |
| −0.10 | 3.2745 | 3.2668 | 5.1579 | 5.1506 | 0.924 |
| −0.20 | 2.6581 | 2.6499 | 6.0029 | 5.9960 | 0.977 |

The two-wave energies lie 6.9 to 8.2 meV above the exact ones in all rows, and the exact weights differ from the two-wave ones by at most $2\times10^{-4}$ in the four-digit values of the output (the table rounds them to three digits). These exact weights come from a plane-wave diagonalisation whose energies are tested to match the real-space ones within $10^{-8}\varepsilon_0$. The offset is the diagonal term of $H^{\rm eff}$ averaged with the weights. At $q=-0.20$ Å$^{-1}$, $k=0.8472$ Å$^{-1}$, the outside waves $k+G$ and $k-2G$ have energies $3.80998\times2.9416^2=32.97$ eV and $3.80998\times3.3416^2=42.54$ eV, and the lower state shifts by $-0.977\times0.25/(32.97-2.66)-0.023\times0.25/(42.54-2.66)=-8.2$ meV, equal to $2.6499-2.6581$ eV. At this $q$ the non-degenerate term gives $2.6563$ eV, within 2 meV of $E_-$. At $q=-0.02$ Å$^{-1}$ it gives $4.0200-0.25/(4.3392-4.0200)=3.237$ eV, which is $0.41$ eV below the exact $3.6474$ eV.

The complex case is tested on a real-space grid with $|V_G|=0.05\,\varepsilon_0$ at phase $0.7$ rad and $|V_{2G}|=0.04\,\varepsilon_0$ at phase $0.9$ rad. In units of $\varepsilon_0$ the correction $V_{2G}V_G^*/4$ has modulus $5\times10^{-4}$ and phase $0.9-0.7=0.2$, so the effective coupling is $e^{0.7i}(0.05-0.0005\,e^{-0.5i})=e^{0.7i}(0.049561+0.000240\,i)$. Twice its modulus is $0.099124$; the grid gives $0.099119$, and $2|V_G|=0.1$ is too large by $0.9\%$ of the grid value. The centre shift is $-0.0041/8-0.0016/24=-5.79\times10^{-4}$ against $-5.83\times10^{-4}$ on the grid; the residue contains third-order terms and grid error, which are not separated here. The squared overlaps with the shifted cosine and shifted sine are $0.99987$ and $0.99998$. They differ because the two routes into $p=3$ interfere: the amplitude is proportional to $V_G\pm V_{2G}e^{-i\varphi}$, of squared modulus $0.0041\pm0.0040\cos0.5$, and $p=-3$ has the same modulus, so these waves take a weight $0.0076/64=1.2\times10^{-4}$ from the upper state and $0.0006/64=0.9\times10^{-5}$ from the lower. Two smaller losses are common to both states: the waves $p=\pm5$ take $0.0016/24^2=3\times10^{-6}$, and the phase of the effective coupling exceeds $0.7$ by $0.000240/0.049561=0.0048$, which costs $\sin^2(0.0048/2)=6\times10^{-6}$. The totals, $1.3\times10^{-4}$ and $1.8\times10^{-5}$, match the two overlaps. The unshifted cosine has a squared overlap of only $0.881$ with the upper state. This is $\cos^2(\varphi_{\rm eff}/2)$ with $\varphi_{\rm eff}=0.7+0.000240/0.049561=0.7048$, since the overlap of two normalised cosines offset by an angle is the cosine of that angle.

In three dimensions $2|V_{\mathbf G}|$ separates the branches at one $\mathbf k$ and does not by itself leave an energy range empty. The upper branch starts at $\varepsilon_0+|V_{\mathbf G}|$, while the lower one rises along the plane as $\varepsilon_0-|V_{\mathbf G}|+\hbar^2q_\parallel^2/2m$. They overlap in energy once $\hbar^2q_\parallel^2/2m>2|V_{\mathbf G}|$, provided such a $q_\parallel$ is reached before another Bragg plane intervenes. For the parameters above, with $V_{\pm\mathbf G}$ the only non-zero coefficients, the threshold is $\sqrt{1.0/3.80998}=0.512$ Å$^{-1}$; further coefficients of a three-dimensional lattice change the in-plane dispersion at second order in $V$ and move this value slightly.

A face-centred cubic model shows this and the remaining limits. Wave vectors are in $2\pi/a$ and energies in $\hbar^2(2\pi/a)^2/2m$; the reciprocal vectors are integer triples, all odd or all even. The eight vectors of type $(111)$ carry a real $V_{111}$ and the six of type $(200)$ carry $V_{200}=V_{111}/2$. The plane of $\mathbf G=(1,1,1)$ is centred on $L=(\tfrac12,\tfrac12,\tfrac12)$, with $\varepsilon_0=0.75$. At $\mathbf q_\parallel=0.1(1,1,-2)$, with a normal offset $q_n=V_{111}/2$ in these units, the larger of the two-wave errors against a many-wave diagonalisation is $4.40\times10^{-4}$ for $V_{111}=-0.01$ and $1.095\times10^{-4}$ for $-0.005$. The ratio $4.02$ is that of a second-order error. At $L$ itself, for $V_{111}=-0.005$, the splitting is $2.015|V_{111}|$. The six waves $\pm(\tfrac12,\tfrac12,-\tfrac32)$ and permutations, at energy $2.75$, couple to one retained wave by $V_{200}$ and to the other by $V_{111}$, so the coupling becomes $V_{111}(1-6V_{200}/2)=1.0075\,V_{111}$, which accounts for the excess.

The vanishing normal velocity is a property of the two-wave model, and the neglected waves spoil it already at first order in $V$. If the second-order shifts of the two diagonal elements differ by $2\eta$, then $\delta$ becomes $\delta+\eta$, and on the plane $\partial R/\partial q_n=(\eta/|V_{\mathbf G}|)\,\partial\delta/\partial q_n$, which is of order $V^2/V=V$. At $0.1(1,1,-2)$ the lowest band has normal slope $3.56\times10^{-4}$ and $1.79\times10^{-4}$ for the two strengths, a ratio of $1.99$, beside a free slope of $1.732$. Symmetry can force the slope to zero. For $\mathbf q_\parallel$ along $(1,-1,0)$ the twofold rotation $(x,y,z)\to(-y,-x,-z)$ leaves $\mathbf q_\parallel$ fixed, reverses the normal and sends $L$ to $-L$, which differs from $L$ by $\mathbf G$. The energy is then even in $q_n$, and the slope there is tested to vanish within $10^{-9}$.

Where planes meet, the single-plane assumption fails outright. The point $W=(1,\tfrac12,0)$ lies on the same plane, since $W\cdot(1,1,1)=\tfrac32=G^2/2$, but four waves share the energy $1.25$ there: $(\pm1,\tfrac12,0)$ and $(0,-\tfrac12,\pm1)$. The members of each pair differ by a $(200)$ vector and waves of different pairs by a $(111)$ vector. Applying the $4\times4$ coupling matrix to $(1,1,1,1)$ and $(1,1,-1,-1)$ gives $V_{200}\pm2V_{111}$, and applying it to $(1,-1,0,0)$ and $(0,0,1,-1)$ gives $-V_{200}$ twice. In units of $|V_{111}|$, with both coefficients negative, these are $-2.5$, $0.5$, $0.5$ and $1.5$, and the many-wave calculation at $V_{111}=-0.005$ gives $-2.523$, $0.494$, $0.494$ and $1.492$. The two lowest levels are $3.02|V_{111}|$ apart, a value that depends on the chosen $V_{200}$ and that no two-wave formula contains. The first band at $W$ lies at $1.2374$, above the second band at $L$ at $0.7550$, so in this model the first two bands overlap in energy although they are split both at $L$ and at $W$.

## Values computed for the example and the checks

```
hbar^2/2m = 3.80998 eV A^2, a = 3.0 A, V_G = -0.50 eV
G = 2.09440 1/A, G/2 = 1.04720 1/A, eps0 = 4.17811 eV, |V_G|/eps0 = 0.11967
two-wave edges: E- = 3.67811 eV, E+ = 4.67811 eV, gap = 1.00000 eV
V_G = -0.50 eV exact: cos-like 3.67074 eV, sin-like 4.67052 eV
  weight outside pure cos, sin = 2.171e-04, 2.305e-04
V_G = +0.50 eV exact: cos-like 4.67052 eV, sin-like 3.67074 eV
  weight outside pure cos, sin = 2.305e-04, 2.171e-04
estimate of lost weight V^2/(64 eps0^2) = 2.238e-04
exact gap = 0.999776 eV, 2|V|-|V|^3/(32 eps0^2) = 0.999776 eV
exact mid-gap shift = -7.4800 meV, -V^2/(8 eps0) = -7.4795 meV
2 eps0/|V_G| = 16.7125
lower band m*/m: two-wave -0.06364, exact -0.06357
upper band m*/m: two-wave 0.05646, exact 0.05640
crossover q_c = 0.06266 1/A, q_c/(G/2) = 0.05984
overlap threshold q_par = 0.51232 1/A
q = +0.00 1/A: eps_k = 4.1781, eps_k-G = 4.1781, delta = 0.0000 eV
  E-,E+ two-wave 3.6781, 4.6781; exact 3.6707, 4.6705 eV; weight of k in E-: 0.5000 (exact 0.4999)
q = -0.02 1/A: eps_k = 4.0200, eps_k-G = 4.3392, delta = -0.1596 eV
  E-,E+ two-wave 3.6548, 4.7045; exact 3.6474, 4.6969 eV; weight of k in E-: 0.6520 (exact 0.6520)
q = -0.05 1/A: eps_k = 3.7887, eps_k-G = 4.5866, delta = -0.3990 eV
  E-,E+ two-wave 3.5480, 4.8273; exact 3.5405, 4.8199 eV; weight of k in E-: 0.8119 (exact 0.8118)
q = -0.10 1/A: eps_k = 3.4183, eps_k-G = 5.0142, delta = -0.7980 eV
  E-,E+ two-wave 3.2745, 5.1579; exact 3.2668, 5.1506 eV; weight of k in E-: 0.9237 (exact 0.9235)
q = -0.20 1/A: eps_k = 2.7346, eps_k-G = 5.9264, delta = -1.5959 eV
  E-,E+ two-wave 2.6581, 6.0029; exact 2.6499, 5.9960 eV; weight of k in E-: 0.9771 (exact 0.9769)
non-degenerate formula for E- at q = -0.20 1/A: 2.6563 eV
asymmetric case (eps0): |V_G| = 0.05, phase 0.7 rad; |V_2G| = 0.04, phase 0.9 rad
  gap (eps0): grid 0.099119, 2|V_G| 0.100000, corrected 0.099124
  shift (eps0): grid -5.832e-04, formula -5.792e-04
  overlap^2: upper/shifted cos 0.99987, lower/shifted sin 0.99998, upper/plain cos 0.8807
fcc (hbar^2(2pi/a)^2/2m), V_200 = V_111/2, V_111 = -0.01 and -0.005, q_par = 0.1(1,1,-2):
  two-wave error 4.402e-04, 1.095e-04, ratio 4.021
  normal slope on face 3.558e-04, 1.791e-04, ratio 1.986; free 1.732
  W levels - 1.25, in |V_111|: -2.523, 0.494, 0.494, 1.492
  four-wave first order, in |V_111|: -2.500, 0.500, 0.500, 1.500
  splitting/|V_111|: L 2.015, W 3.017
  band 1 at W = 1.2374, band 2 at L = 0.7550
```
